# The lifetime of the 2p level in hydrogen and hydrogenic ions, part 2

An electron (mass $m$, charge $-e$) bound to a point nucleus (mass $M$, charge $+Ze$) starts in 2p, with the electromagnetic field in vacuum. To lowest order and in the dipole approximation we seek (a) the 1s–2p matrix element of $\mathbf r=\mathbf r_e-\mathbf r_N$, found below, (b) hydrogen's 2p lifetime in SI units, and (c) its $Z$ dependence and validity.

Here $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, $\mu=mM/(m+M)$, $E_h=\alpha^2mc^2$, $a_0$ is the Bohr radius and $a=\hbar/(\mu c\alpha)=a_0\,m/\mu$. With lengths in $a$ and energies in $\alpha^2\mu c^2$, $H_a=-\tfrac12\nabla^2-Z/r$ and

$$\psi_{1s}=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad \psi_{p_j}=\sqrt{\frac{Z^5}{32\pi}}\;x_j\,e^{-Zr/2},\quad j=x,y,z .$$

In ordinary units,

$$\hbar\omega=E_{2p}-E_{1s}=\tfrac38Z^2\alpha^2\mu c^2 ,$$

$$\langle1s|x_i|p_j\rangle=\zeta\,\delta_{ij},\qquad \zeta=\frac{128\sqrt2}{243}\,\frac aZ=0.74494\,\frac aZ,\qquad \zeta^2=\frac{2^{15}}{3^{10}}\frac{a^2}{Z^2}=0.55493\,\frac{a^2}{Z^2},$$

$$\langle1s|\mathbf p|2p\rangle=\frac{\mu\omega}{i}\langle1s|\mathbf r|2p\rangle=-i\mu\omega\,\langle1s|\mathbf r|2p\rangle .$$

The last is the commutator relation; for $Z=1$ it gives $\langle1s|\partial_z|2p_0\rangle=0.27935/a$. For sublevels $m_l=0,\pm1$, $D_{i,m_l}=\langle1s|x_i|2p_{m_l}\rangle$ obeys $D^\dagger D=\zeta^2\,\mathbb 1$.

The internal dipole is $-eq\,\mathbf r$, with $q=\frac{M+Zm}{M+m}$. Photons in a periodic box (side $L$, volume $V=L^3$) have wave vector $\mathbf k$, frequency $\omega_k=ck$ and real unit polarizations $\boldsymbol\epsilon_{\mathbf k\lambda}\perp\mathbf k$. On resonance $k=\omega/c$ and $ka/Z=\frac38Z\alpha$. The $\mathbf A\cdot\mathbf p$ coupling, $\mathbf A$ being the vector potential, gives the emission amplitude

$$g_{\mathbf k\lambda}=\langle1s;1_{\mathbf k\lambda}|H_{\rm int}|2p;0\rangle=\frac{eq}{\mu}\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_k}}\;\boldsymbol\epsilon_{\mathbf k\lambda}\cdot\langle1s|\mathbf p|2p\rangle .$$

The amplitude equations, with a single 2p amplitude $c(t)$, lead to

$$\dot c(t)=-\int_0^\infty d\omega'\,J(\omega')\int_0^tds\;e^{-i(\omega'-\omega)s}\,c(t-s),\qquad J(\omega')=\frac1{\hbar^2}\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\,\delta(\omega_k-\omega') .$$

Replacing $c(t-s)$ by $c(t)$ gives $\dot c=-(A/2+i\,\delta\omega)\,c$, lifetime $\tau=1/A$, natural width $A/2\pi$, and

$$A=2\pi J(\omega)=\frac{2\pi}{\hbar^2}\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2\delta(\omega_k-\omega),\qquad \delta\omega=-\,\mathrm P\!\int_0^\infty\frac{J(\omega')}{\omega'-\omega}\,d\omega' .$$

The angular rule is $\int \hat n_i\hat n_j\,d\Omega=\tfrac{4\pi}{3}\delta_{ij}$ for a unit vector $\hat{\mathbf n}$.

A "tempting solution" quoted the correct formula $A=\omega^3|\mathbf d|^2/(3\pi\varepsilon_0\hbar c^3)$ for a transition dipole $\mathbf d$. It wrongly summed over initial sublevels, giving a hydrogen rate $A'$ three times too large, and wrongly set $q=Z$, giving $\tau\propto Z^{-6}$.

### The sum over modes

Each $\mathbf k$ occupies the volume $(2\pi/L)^3$ in $\mathbf k$ space, so for a large box $\sum_{\mathbf k}\to V\int k^2dk\,d\Omega/(2\pi)^3=V\int\omega_k^2\,d\omega_k\,d\Omega/(2\pi c)^3$. The vectors $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2,\hat{\mathbf k}$ form a real orthonormal basis, so for any complex vector $\mathbf v$, $\sum_\lambda|\boldsymbol\epsilon_\lambda\cdot\mathbf v|^2=|\mathbf v|^2-|\hat{\mathbf k}\cdot\mathbf v|^2$. The angular rule then gives

$$\int d\Omega\sum_\lambda|\boldsymbol\epsilon_\lambda\cdot\mathbf v|^2=4\pi|\mathbf v|^2-\frac{4\pi}3|\mathbf v|^2=\frac{8\pi}3|\mathbf v|^2 .$$

The same steps applied to two different vectors give $\tfrac{8\pi}{3}\mathbf v'^*\!\cdot\mathbf v$. This settles a point passed over in the amplitude equations: a photon emitted from one sublevel might be reabsorbed into another. The coefficient of that process is proportional to an off-diagonal element of $D^\dagger D$, which is zero, so keeping a single 2p amplitude was legitimate.

With $\mathbf v=\langle1s|\mathbf p|2p\rangle$, which does not depend on $\omega'$, one finds $J(\omega')\propto\omega'^2\cdot\omega'^{-1}=\omega'$, smooth on the scale of $\omega$ as assumed. At $\omega'=\omega$,

$$A=\frac{2\pi}{\hbar^2}\cdot\frac{V\omega^2}{8\pi^3c^3}\cdot\frac{e^2q^2}{\mu^2}\,\frac{\hbar}{2\varepsilon_0V\omega}\cdot\frac{8\pi}{3}\,\mu^2\omega^2\zeta^2 .$$

The volume and the mass cancel. The numerical factor is $2\pi\cdot8\pi/(8\pi^3\cdot2\cdot3)=1/(3\pi)$, and the powers of $\omega$ are $2-1+2=3$. Using $e^2/(\pi\varepsilon_0\hbar c)=4\alpha$,

$$A=\frac{q^2e^2\,\omega^3\zeta^2}{3\pi\varepsilon_0\hbar c^3}=\frac43\,\alpha\,q^2\,\frac{\omega^3\zeta^2}{c^2}=\frac43\,\alpha\,q^2\,\omega\,(k\zeta)^2 .$$

This is the formula quoted in the tempting solution, with $|\mathbf d|=eq\zeta$. The last form shows that $A/\omega$ is of order $\alpha\,(Z\alpha)^2$, so the condition $A\ll\omega$ behind the exponential law is met. Every 2p state has the same $\zeta^2$ and so the same rate. Spin is a spectator in this coupling: for a state $\sum_{j,s}c_{js}|p_j\rangle|s\rangle$ the sum over the final spin gives $\zeta^2\sum_{j,s}|c_{js}|^2=\zeta^2$. The states $2p_{1/2}$ and $2p_{3/2}$ are of this form at leading order and share one lifetime there.

Insert $\omega=\tfrac38Z^2\alpha^2\mu c^2/\hbar$ and $\zeta^2=(2^{15}/3^{10})\,\hbar^2/(\mu c\alpha Z)^2$. The powers are $Z^{6-2}$, $\alpha^{1+6-2}$, $\mu^{3-2}$, $c^{6-2-2}$ and $\hbar^{-3+2}$. The number is

$$\frac43\cdot\frac{3^3}{2^9}\cdot\frac{2^{15}}{3^{10}}=\frac{2^{2-9+15}}{3^{1-3+10}}=\frac{2^8}{3^8},$$

and so

$$A=\frac1\tau=\Big(\frac23\Big)^8\alpha^5Z^4q^2\,\frac{\mu c^2}{\hbar}.$$

### Part (b): hydrogen

For the proton $M/m=1836.15$, so $\mu/m=0.999456$ and $q=1$. The photon energy is $\hbar\omega=\tfrac38\times0.999456\times27.21139\ \mathrm{eV}=10.1987$ eV, that is $\omega=1.54946\times10^{16}\ \mathrm{s^{-1}}$ and a wavelength $2\pi c/\omega=121.57$ nm. These are model values. The figures beyond the fourth are carried only for the arithmetic below, since the omitted terms of relative order $\alpha^2$ can change them. The matrix element is

$$\zeta=0.74494\times\frac{5.291772\times10^{-11}\ \mathrm m}{0.999456}=3.944\times10^{-11}\ \mathrm m,\qquad e\zeta=6.319\times10^{-30}\ \mathrm{C\,m}.$$

With $(k\zeta)^2=(ka)^2(\zeta/a)^2$ the rate is

$$A=\tfrac43\times7.29735\times10^{-3}\times1.54946\times10^{16}\ \mathrm{s^{-1}}\times(2.7365\times10^{-3})^2\times0.55493=6.265\times10^8\ \mathrm{s^{-1}}.$$

The closed form gives the same value: with $(2/3)^8=0.039018$ and $\alpha^5mc^2/\hbar=1.60650\times10^{10}\ \mathrm{s^{-1}}$, $A=0.039018\times1.60650\times10^{10}\times0.999456=6.265\times10^8\ \mathrm{s^{-1}}$. The lifetime is

$$\tau=1/A=1.596\ \mathrm{ns}\approx1.6\ \mathrm{ns},$$

and the natural width is $A/2\pi=99.7$ MHz. Four figures are kept because the terms left out of the model are of relative order $\alpha^2=5.3\times10^{-5}$, as part (c) shows.

### Part (c): the dependence on Z

The exponent can be read from the Hamiltonian without solving it. Put $\mathbf r=(a/Z)\boldsymbol\rho$. The kinetic term becomes $-\tfrac12Z^2\alpha^2\mu c^2\,\nabla_\rho^2$ and the potential becomes $-Z\cdot Z\alpha^2\mu c^2/\rho$, so

$$H_a=Z^2\alpha^2\mu c^2\Big[-\frac12\nabla_\rho^2-\frac1\rho\Big].$$

The bracket contains neither $Z$ nor $\mu$, and neither do its eigenvalues and its eigenfunctions normalized in $\boldsymbol\rho$. Every energy difference is then proportional to $\mu Z^2$ and every matrix element of $\mathbf r$ to $a/Z\propto1/(\mu Z)$. Therefore

$$A\propto q^2\,(\mu Z^2)^3\,(\mu Z)^{-2}=q^2\mu Z^4,\qquad \tau(Z,M)=\tau_\infty\,\frac{m}{\mu q^2}\,Z^{-4},$$

where $\tau_\infty=1.595$ ns is the value for $Z=1$ and infinite $M$. The shrinking orbit lowers the rate by $Z^{-2}$, and the rising frequency raises it by $Z^6$. The argument used no property of 1s or 2p, so within this model it covers every dipole-allowed transition between levels of different principal quantum number. The momentum form gives the same exponent by another split, $A\propto\omega\,|\langle\mathbf p\rangle|^2\propto Z^2\cdot Z^2$.

A finite nuclear mass enters through the factor $m/(\mu q^2)$. For infinite nuclear mass this factor is one, and the law $\tau\propto Z^{-4}$ is exact within the nonrelativistic dipole model at lowest order. For that case the closed form gives the values below. The last two columns measure what the model leaves out and are explained after the table.

| $Z$ | $A$ (s$^{-1}$) | $\tau$ (ps) | $(Z\alpha)^2$ | retardation factor |
|---|---|---|---|---|
| 1 | $6.268\times10^{8}$ | 1595 | $5.3\times10^{-5}$ | 0.999987 |
| 2 | $1.003\times10^{10}$ | 99.7 | $2.1\times10^{-4}$ | 0.999947 |
| 3 | $5.08\times10^{10}$ | 19.7 | $4.8\times10^{-4}$ | 0.999880 |
| 6 | $8.12\times10^{11}$ | 1.23 | $1.9\times10^{-3}$ | 0.999521 |
| 10 | $6.27\times10^{12}$ | 0.160 | $5.3\times10^{-3}$ | 0.998670 |

**Nuclear mass.** Deuterium has $M/m=3670.48$, $\mu/m=0.999728$ and $q=1$. Its rate exceeds that of hydrogen by the factor $0.999728/0.999456$, and the model values are $A=6.2666\times10^8\ \mathrm{s^{-1}}$ against $6.2649\times10^8\ \mathrm{s^{-1}}$, or $\tau=1.5958$ ns against $1.5962$ ns. The fifth figure serves only to display the isotope difference within the model. For He$^+$ with the alpha particle as nucleus, $M/m=7294.30$, $\mu/m=0.999863$ and $q=1.000137$. Then $\hbar\omega=40.81$ eV, the wavelength is $30.38$ nm, $\zeta=1.971\times10^{-11}$ m, the dipole $eq\zeta=3.159\times10^{-30}$ C m is about half that of hydrogen, $A=1.003\times10^{10}\ \mathrm{s^{-1}}$ and $\tau=0.0997$ ns. The ratio of lifetimes is

$$\frac{\tau(\mathrm H)}{\tau(\mathrm{He^+})}=2^4\times\frac{0.999863}{0.999456}\times(1.000137)^2=16.01,$$

against 16 for the pure law and $2^6$ for the tempting solution. The program prints $16.0109$, but the departure of $q^2$ from one is of the same size as $(Z\alpha)^2=2.1\times10^{-4}$ for $Z=2$, so the figures beyond $16.01$ describe the model and not the ion.

**Retardation.** The error of the dipole approximation within the $\mathbf A\cdot\mathbf p$ coupling can be found in closed form. Take $M$ infinite, so that $\mathbf r_e=\mathbf r$, use units of $a$, and keep the plane wave. The amplitude for the state $p_j$ is proportional to

$$T_j=\int\psi_{1s}\,e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\nabla\psi_{p_j}\,d^3r=-\int\psi_{p_j}\,e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\nabla\psi_{1s}\,d^3r .$$

The second form comes from integration by parts. The surface term vanishes for bound states, and the derivative of the plane wave gives $\boldsymbol\epsilon\cdot\mathbf k=0$. Since $\partial_i\psi_{1s}=-Z(x_i/r)\psi_{1s}$,

$$T_j=Z\,\frac{Z^4}{4\sqrt2\,\pi}\sum_i\epsilon_i\int x_ix_j\,\frac{e^{-br}}{r}\,e^{-i\mathbf k\cdot\mathbf r}d^3r,\qquad b=\frac{3Z}{2}.$$

The angular integral of a plane wave is $2\pi\int_{-1}^1e^{-ikru}du=4\pi\sin(kr)/(kr)$, so

$$F(k)=\int\frac{e^{-br}}r\,e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}k\int_0^\infty e^{-br}\sin kr\,dr=\frac{4\pi}{k}\,\mathrm{Im}\frac1{b-ik}=\frac{4\pi}{k^2+b^2}.$$

Each derivative $\partial/\partial k_i$ brings down $-ix_i$, so the factor $x_ix_j$ is produced by $-\partial^2/\partial k_i\partial k_j$. From $\partial F/\partial k_j=-8\pi k_j/(k^2+b^2)^2$,

$$-\frac{\partial^2F}{\partial k_i\partial k_j}=\frac{8\pi\,\delta_{ij}}{(k^2+b^2)^2}-\frac{32\pi\,k_ik_j}{(k^2+b^2)^3}.$$

Contraction with $\epsilon_i$ removes the second term. At $k=0$ the result is $T_j=\epsilon_j\,Z^5\cdot8\pi\cdot16/(4\sqrt2\,\pi\cdot81Z^4)=\epsilon_j\,16\sqrt2\,Z/81$, which equals $\tfrac38Z^2\cdot128\sqrt2/(243Z)$ and so confirms the commutator relation by direct integration. At finite $k$,

$$T_j(k)=T_j(0)\,\Big(1+\frac{k^2}{b^2}\Big)^{-2}.$$

The factor depends only on the length of $\mathbf k$, so the sum over directions and polarizations is unchanged and $J(\omega')$ is multiplied by $(1+k^2/b^2)^{-4}$. At large $\omega'$ it now falls as $\omega'^{-7}$, which makes the integral for $\delta\omega$ converge. On resonance $k/b=\tfrac38Z^2\alpha/\tfrac32Z=Z\alpha/4$, and the rate acquires the factor

$$\Big[1+\Big(\frac{Z\alpha}4\Big)^2\Big]^{-4}\approx1-\frac{(Z\alpha)^2}4,$$

listed in the last column of the table. There is no term linear in $k$, so although $ka/Z$ is of first order in $Z\alpha$, the rate changes only at second order.

**Relativity.** The retardation factor is not the whole correction of its order. In the 1s state $\langle p^2\rangle=\hbar^2\int|\nabla\psi_{1s}|^2d^3r=Z^2\hbar^2/a^2$, because $|\nabla\psi_{1s}|=Z\psi_{1s}$ in units of $a$, and with $\hbar/a=\mu c\alpha$ this is $\langle p^2\rangle/(\mu c)^2=(Z\alpha)^2$. The next term of the relativistic kinetic energy, $-p^4/8m^3c^2$, is smaller than $p^2/2m$ by a factor of order $p^2/m^2c^2$, so the frequency and the wave functions change at relative order $(Z\alpha)^2$, and the spin couplings of a Dirac electron enter at that order too. Their coefficients are not computed here, and they need not be the same for $2p_{1/2}$ and $2p_{3/2}$. What can be said is that the relative error of the $Z^{-4}$ law, once the mass factor $m/(\mu q^2)$ is included, is of order $(Z\alpha)^2$: about $5\times10^{-5}$ in hydrogen and $5\times10^{-3}$ at $Z=10$, up to a coefficient left undetermined. When $Z\alpha$ approaches one the law has no basis. The same corrections split the $n=2$ states by an amount of relative order $(Z\alpha)^2$ compared with $\hbar\omega$, which can open a channel from 2p to 2s. In the Dirac spectrum this holds for $2p_{3/2}$ only, whose distance from 2s is $(Z\alpha)^2/12$ of $\hbar\omega$. With the $\omega^3$ factor and a squared dipole $9a^2/Z^2$, about 16 times $\zeta^2$, its rate is about $0.01\,(Z\alpha)^6A$.

**The exponential law.** It holds for $t\gg1/\omega$ when both the rate $A$ and the shift $|\delta\omega|$ are small compared with $\omega$, but not for arbitrarily long times. Replacing $c(t-s)$ by $c(t)$ dropped a slow tail of the memory kernel: $J$ starts at $\omega'=0$ as $\omega'$, and $\int_0^\infty\omega'e^{-(\eta+is)\omega'}d\omega'=1/(\eta+is)^2\to-1/s^2$, a power of $s$. This feeds into $c$ a small term that falls as a power of $t$, and however small it is, it overtakes $e^{-At/2}$ after many lifetimes. A model shows the size of the next term in the rate. Let one level at zero energy be coupled with constant strength $g$ to levels $E_n$ of spacing $\delta$ that fill $-W<E<W$, with $\hbar=1$. Then $J=g^2/\delta$ and the golden-rule rate is $\Gamma=2\pi g^2/\delta$. A solution with time dependence $e^{-iwt}$ must obey $(w-E_n)c_n=gc$ and $wc=g\sum_nc_n$, hence $w=\sum_ng^2/(w-E_n)$. In the continuum limit the right side is $\frac{\Gamma}{2\pi}\ln\frac{w+W}{w-W}$. Just above the real axis and for $|w|\ll W$ the logarithm is $\ln\frac{W+w}{W-w}-i\pi\approx2w/W-i\pi$. Continuing this expression below the axis, $w\,[1-\Gamma/(\pi W)]=-i\Gamma/2$, so the probability decays at the rate $\Gamma/[1-\Gamma/(\pi W)]$. For $g=0.125$, $\delta=0.1$ and $W=60$ the golden rule gives $0.9817$ and exact evolution gives a fitted rate of $0.9868$. The excess relative to the golden-rule value is about half a percent, which is the size of $\Gamma/(\pi W)$. The band of this model is flat and symmetric, so the level does not shift. In the atom $J$ rises linearly up to frequencies of order $cb=4\omega/(Z\alpha)$, and as long as only the 1s channel is kept the largest next term comes from the shift, because $J$ is to be taken at $\omega+\delta\omega$ and $J\propto\omega'$ turns this into a relative change $\delta\omega/\omega$ of the rate. For the 1s channel alone, $\int_0^\infty(1+x^2)^{-4}dx=5\pi/32$ gives the leading part $\delta\omega\approx-\frac{A}{2\pi}\cdot\frac{5\pi}{32}\cdot\frac{4}{Z\alpha}=-\frac{5}{16}\frac{A}{Z\alpha}$, about $-43A$ in hydrogen, so $\delta\omega/\omega\approx-2\times10^{-6}$. This number belongs to the one-channel model and is not the shift of the real level. It is the 1s term of a piece linear in the cutoff and proportional to $|\langle n|\mathbf p|2p\rangle|^2$. In the dipole approximation the sum of that piece over all intermediate states $n$ is proportional to $\langle p^2\rangle_{2p}$, of which 1s supplies $0.27935^2/0.25$, about 31 percent. A free electron has the same term, and it is absorbed in the observed mass. What remains for a spinless 2p electron is only about $+0.04A$. The radiative change of $\omega$ comes mainly from the upward shift of 1s, which is of relative order $\alpha(Z\alpha)^2\ln(1/Z\alpha)$, a few parts in $10^6$ in hydrogen, and is not derived here. In the one-channel model, with the shift absorbed into $\omega$, what remains is the analogue of $\Gamma/(\pi W)$. It comes from the slope of the shift with frequency and is of order $A/\omega$ times a logarithm of $1/(Z\alpha)$, because the integral of $1/(\omega'-\omega)$ is cut off only near $cb$. In hydrogen $A$ lies more than seven orders of magnitude below $\omega$.

## Independent checks

The numerical check tests these steps by other routes. It confirms by symbolic algebra the form of $q$ in both the dipole and the momentum coupling, the norms, $\zeta$, $D^\dagger D=\zeta^2\mathbb 1$, the relation between gradient and position elements and $\langle p^2\rangle_{1s}$, and it checks the eigenvalue equations at sample points. It diagonalizes the radial equation on two fixed grids, not rescaled with $Z$, with an extrapolation that removes the error quadratic in the spacing, for $Z=1,2,3,6$. The rates are $0.03902$, $0.62430$, $3.16049$ and $50.568$ in units of $\alpha^3E_h/\hbar=\alpha^5mc^2/\hbar$, the fitted exponents of $Z$ are $2.0000$ for $\omega$, $-1.0000$ for the radial integral and $-4.0000$ for $\tau$, and lowering the mass to $0.7\,m$ multiplies the rate by $0.70000$. It sums $|g_{\mathbf k\lambda}|^2$ in the momentum form over 285502 wave vectors of a box with explicit polarization vectors and a Gaussian in place of the delta function. A symmetric smoothing leaves the linear function $J\propto\omega'$ unchanged at its centre, and each of $m_l=+1,0,-1$ separately gives $6.26490\times10^8\ \mathrm{s^{-1}}$, the full rate of the level and one third of $A'$. For the band model it requires the fitted rate to lie within one percent of the golden rule. Quadrature of the retarded amplitude at $k/b=0.8$, far outside the dipole regime, gives the ratio $0.371802$, equal to $(1+0.8^2)^{-2}$.

## Numbers as computed

```
alpha = 7.297352564e-03; a0 = 5.291772e-11 m; E_h = 27.21139 eV
alpha^5 m c^2/hbar = 1.60650e+10 1/s; (2/3)^8 = 0.039018
radial integral, Z=1 (grid) = 1.29027 a
<1s|z|2p0>, Z=1 = 0.74494 a; squared = 0.55493 a^2
<1s|d/dz|2p0>, Z=1 = 0.27935 1/a
grid Z=1: omega = 0.37500 E_h/hbar, radial = 1.29027 a0, A = 0.03902 alpha^3 E_h/hbar
grid Z=2: omega = 1.50000 E_h/hbar, radial = 0.64513 a0, A = 0.62430 alpha^3 E_h/hbar
grid Z=3: omega = 3.37500 E_h/hbar, radial = 0.43009 a0, A = 3.16049 alpha^3 E_h/hbar
grid Z=6: omega = 13.50000 E_h/hbar, radial = 0.21504 a0, A = 50.56790 alpha^3 E_h/hbar
fitted Z exponents: omega 2.0000, dipole -1.0000, tau -4.0000
grid rate ratio A(mu=0.7 m)/A(mu=m) = 0.70000
box mode sum for H (285502 k vectors), m=+1,0,-1: 6.26490e+08, 6.26490e+08, 6.26490e+08 1/s
band model (g=0.125, spacing=0.1): fitted rate = 0.9868, golden rule = 0.9817
retarded amplitude ratio at k/b=0.8: quadrature 0.371802, formula 0.371802
H: M/m = 1836.15, mu/m = 0.999456, q = 1.000000
H: hbar omega = 10.1987 eV, omega = 1.54946e+16 1/s, wavelength = 121.568 nm
H: <z> = 3.94418e-11 m, dipole = 6.31927e-30 C m, k a/Z = 2.7365e-03
H: A = 6.26490e+08 1/s, tau = 1.59619 ns, A/2pi = 99.71 MHz
H: recoil hbar omega/(2 M c^2) = 5.43e-09
D: M/m = 3670.48, mu/m = 0.999728, q = 1.000000
D: hbar omega = 10.2015 eV, omega = 1.54988e+16 1/s, wavelength = 121.535 nm
D: <z> = 3.94310e-11 m, dipole = 6.31755e-30 C m, k a/Z = 2.7365e-03
D: A = 6.26661e+08 1/s, tau = 1.59576 ns, A/2pi = 99.74 MHz
D: recoil hbar omega/(2 M c^2) = 2.72e-09
He+: M/m = 7294.30, mu/m = 0.999863, q = 1.000137
He+: hbar omega = 40.8115 eV, omega = 6.20036e+16 1/s, wavelength = 30.380 nm
He+: <z> = 1.97128e-11 m, dipole = 3.15878e-30 C m, k a/Z = 5.4730e-03
He+: A = 1.00307e+10 1/s, tau = 0.09969 ns, A/2pi = 1596.43 MHz
He+: recoil hbar omega/(2 M c^2) = 5.47e-09
tau(H)/tau(He+) = 16.0109; pure Z^4 = 16
M=inf Z=1: A = 6.2683e+08 1/s, tau = 1595.3251 ps, tau Z^4 = 1.59533 ns
M=inf Z=1: (Z alpha)^2 = 5.325e-05, retardation factor = 0.999987
M=inf Z=2: A = 1.0029e+10 1/s, tau = 99.7078 ps, tau Z^4 = 1.59533 ns
M=inf Z=2: (Z alpha)^2 = 2.130e-04, retardation factor = 0.999947
M=inf Z=3: A = 5.0773e+10 1/s, tau = 19.6954 ps, tau Z^4 = 1.59533 ns
M=inf Z=3: (Z alpha)^2 = 4.793e-04, retardation factor = 0.999880
M=inf Z=6: A = 8.1237e+11 1/s, tau = 1.2310 ps, tau Z^4 = 1.59533 ns
M=inf Z=6: (Z alpha)^2 = 1.917e-03, retardation factor = 0.999521
M=inf Z=10: A = 6.2683e+12 1/s, tau = 0.1595 ps, tau Z^4 = 1.59533 ns
M=inf Z=10: (Z alpha)^2 = 5.325e-03, retardation factor = 0.998670
```
